Spin-mixing conductance of a half-filled chain with a magnetic end site

**The problem**

A metal touches an electrically insulating magnet. Electrons cannot enter the magnet, but those that reach the interface feel its exchange field and, unless their spin lies along that field, can come back with a changed spin. A one-dimensional model keeps this much and nothing else.

Sites n = 0, 1, 2, … form a semi-infinite chain with nearest-neighbour hopping −t, t > 0. All site energies are zero except at the end site n = 0, where an electron has energy +J if its spin is parallel to the fixed unit vector m and −J if it is antiparallel. These two spin states are called up and down. Electrons do not interact, and nothing is transmitted beyond the end site. The band is half filled, so the Fermi energy is E = 0. Write x = J/t.

For this single channel the dimensionless mixing conductance is defined by the reflection amplitudes at the Fermi energy,

g = 1 − r↑ r↓*

and multiplication by e²/h turns it into siemens.

(a) Show that Re g = 8x²/(1 + x²)².

(b) For which coupling is Re g largest, and why does it fall again when J becomes large?

(c) Let m precess slowly about the z axis with angular frequency ω and cone angle θ. Find the dc spin current that enters the chain.

(d) Evaluate the results for t = 1 eV, J = 0.2 eV, one chain per square of side 0.4 nm, a frequency of 10 GHz and θ = 5°. Judge what the model leaves out.

**Hints**

For (a): Spin along m is conserved, so solve two separate problems, with end energy sJ and s = +1 or −1. Use an incoming plus a reflected wave, and compare the equation at the end site with the equation that an ordinary site would obey. Keep the wave number k general until the last line.

For (b): Write each reflection amplitude as a pure phase. For strong coupling, eliminate the end site from the equations and see what remains.

For (c): Go to the frame that rotates with m. There the magnet is at rest, but up and down electrons, now quantized along z, arrive from reservoirs filled to different levels.

For (d): Ask which neglected effects change the phase difference between r↑ and r↓, which change the number of open channels, and which change what happens to the spin after it has left the interface.

**Solution of (a)**

Away from the end the amplitudes obey Eψₙ = −t(ψₙ₋₁ + ψₙ₊₁). A plane wave exp(±ikn) solves this with

E = −2t cos k, 0 < k < π.

The group velocity of exp(ikn) is proportional to dE/dk = 2t sin k > 0, so exp(−ikn) moves towards the end and exp(ikn) away from it. The scattering state is therefore

ψₙ = exp(−ikn) + r exp(ikn).

The end site has one neighbour:

(E − sJ)ψ₀ = −tψ₁.

The same plane waves, continued to n = −1, satisfy the bulk equation at n = 0:

Eψ₀ = −tψ₁ − tψ₋₁.

Subtracting the first equation from the second removes E and ψ₁:

sJψ₀ = −tψ₋₁.

Now insert ψ₀ = 1 + r and ψ₋₁ = exp(ik) + r exp(−ik), and divide by t:

sx(1 + r) = −exp(ik) − r exp(−ik).

Collecting the terms in r gives

rₛ = −[sx + exp(ik)]/[sx + exp(−ik)].

Numerator and denominator are complex conjugates apart from the sign, so |rₛ| = 1, as it must be when nothing is transmitted. The magnet can do no more than shift the phase of each spin component.

For the product we need r↑ with s = +1 and the conjugate of r↓ with s = −1. The two minus signs cancel:

r↑r↓* = [x + exp(ik)][−x + exp(−ik)] / {[x + exp(−ik)][−x + exp(ik)]}.

The numerator expands to

−x² + x exp(−ik) − x exp(ik) + 1 = 1 − x² − 2ix sin k.

The denominator is its complex conjugate. With

A = 1 − x², B = 2x sin k,

we have r↑r↓* = (A − iB)/(A + iB), and

g = 1 − (A − iB)/(A + iB) = 2iB/(A + iB) = (2B² + 2iAB)/(A² + B²).

The last step multiplies above and below by A − iB. The real part, for any filling of the band, is

Re g = 8x² sin²k / [(1 − x²)² + 4x² sin²k].

At half filling E = 0 requires k = π/2 and sin k = 1. The denominator becomes (1 − x²)² + 4x² = (1 + x²)², hence

Re g = 8x²/(1 + x²)²,

which is the result asked for. The imaginary part is Im g = 4x(1 − x²)/(1 + x²)². A change of the sign of J reverses Im g and leaves Re g as it is. Moving the origin of n multiplies r↑ and r↓ by the same phase factor, which cancels in g.

The definition of g has a direct meaning. Let an incident electron have spin amplitudes a and b for up and down, and take the third spin axis along m. Its transverse spin is described by ⟨σₓ⟩ − i⟨σᵧ⟩ = 2ab*. After reflection a has become r↑a and b has become r↓b, so this quantity is multiplied by r↑r↓*. The fraction g of it has been handed to the magnet. For a spin that arrives along x, Re g is the loss of its x component.

This can be tested without any reflection formula. A Gaussian wave packet was centred on site 120 of a 300-site chain, with a width parameter of 20 sites and k = π/2, and sent to the end site with x = 0.2. The overlap of its up and down parts after reflection gave g = 0.2957 + 0.7099i, against 0.2959 + 0.7101i from the formula.

**Solution of (b)**

At k = π/2 the reflection amplitude for s = +1 is −(x + i)/(x − i). Multiplying above and below by x + i gives

r↑ = −(x + i)²/(1 + x²) = (1 − x² − 2ix)/(1 + x²) = exp(−2i arctan x),

because cos(2 arctan x) = (1 − x²)/(1 + x²) and sin(2 arctan x) = 2x/(1 + x²). Replacing x by −x gives r↓ = exp(+2i arctan x). Thus

Re g = 1 − cos(4 arctan x) = 2 sin²(2 arctan x).

The transverse spin turns about m by the angle 4 arctan x in one reflection. For x > 0 the sine squared reaches 1 when 2 arctan x = π/2, that is at x = 1, and there Re g = 2. The spin comes back reversed: it has given up its transverse component and has taken on the opposite one, so the loss is twice the incident value.

For small x the result is Re g ≈ 8x², quadratic because a small rotation changes a vector along its own direction in second order. For large x it is Re g ≈ 8/x². The fall has a simple cause. The amplitude on the end site is

1 + rₛ = [exp(−ik) − exp(ik)]/[sx + exp(−ik)] = −2i sin k/[sx + exp(−ik)],

so at half filling |ψ₀|² = 4/(1 + x²). A strong exchange energy of either sign keeps an electron at the Fermi energy off the site where the exchange acts. For |x| > 1 the end site carries a bound state outside the band for each spin; the lower one is filled, but it takes no part in the reflection. Both amplitudes tend to −1, the value for a hard wall at site 0, and the contrast between the spins is lost.

What remains can be found by eliminating the end site. At E = 0 its equation gives ψ₀ = stψ₁/J, since 1/s = s. Site 1 then obeys

0 = −tψ₀ − tψ₂, or 0 = −s(t²/J)ψ₁ − tψ₂.

This is the same problem on a chain that starts at site 1, with end energy −st²/J. The coupling x has been replaced by −1/x. Since Re g is even in x, the values at x and 1/x agree: 1.28 at both x = 0.5 and x = 2, and 0.0784 at both x = 0.1 and x = 10.

Away from half filling, the general formula shows that Re g vanishes at the band edges, where sin k → 0, provided |x| ≠ 1. For |x| = 1 we have A = 0 and Re g = 2 at every k inside the band.

**Solution of (c)**

Let m = (sin θ cos ωt′, sin θ sin ωt′, cos θ), with t′ the time. For a fixed direction of m the reflection amplitudes form a matrix in spin space,

r = ½(r↑ + r↓) + ½(r↑ − r↓) m·σ,

which has eigenvalue r↑ for spin along m and r↓ for the opposite spin. With spin now quantized along z, the spin-flip element has magnitude ½|r↑ − r↓| sin θ. The flip probability is

P = ¼ sin²θ |r↑ − r↓|² = ¼ sin²θ (2 − 2 Re r↑r↓*) = ½ sin²θ Re g.

In the frame that rotates about z with m, the Hamiltonian is constant in time and has the extra term −½ħωσ_z. Incoming electrons with spin +z, filled to E = 0 in the laboratory, are now filled to −½ħω, and those with spin −z to +½ħω. In the window of width ħω between these levels only −z electrons arrive. They arrive at the rate ħω/h = ω/2π, and each flip adds ħ to the z component of the electron spin. For ħω ≪ t the static amplitudes may be used at the Fermi energy, and the spin current into the chain is

I = ħ(ω/2π)P = (ħω/4π) Re g sin²θ.

In four periods, a time 8π/ω, the chain should gain 2ħ Re g sin²θ. This was tested by solving the time evolution of a half-filled chain of 300 sites whose end moment starts to precess at θ = 60° with a period of 50ħ/t. Over four periods, counted after the first, the chain gained 0.4440ħ for x = 0.2, where the formula gives 0.4438ħ. For x = 0.6 it gained 2.3306ħ against 2.3356ħ, a difference of 0.2% of the formula's value. This closeness should not be read as the accuracy of the formula at so high a frequency. Here ħω = 0.126t, and the first correction in ω raises the steady current of a semi-infinite chain by the fraction x cos θ ħω/[t(1 + x²)], about 1% for x = 0.2 and 3% for x = 0.6. The finite chain and the sudden start offset most of this, so the test confirms the formula to within about 3%.

**Solution of (d)**

The coupling is x = 0.2/1 = 0.2. The amplitudes are r↑ = 0.923 − 0.385i and its conjugate r↓, so the spin turns by 45.2° in one reflection. Then

Re g = 8 × 0.04/(1.04)² = 0.32/1.0816 = 0.296.

The weak-coupling estimate 8x² = 0.32 is 8% above this. Per area and per chain the main results are

Re g/a² = 0.2959/(0.4 nm)² = 1.85 nm⁻² = 1.85 × 10¹⁸ m⁻²,

(e²/h) Re g = 11.5 μS.

With ω/4π equal to half the frequency, the spin current in one chain is

½ × 10¹⁰ s⁻¹ × 0.2959 × sin²5° = 1.12 × 10⁷ ħ/s.

Divided by a² and multiplied by 2e/ħ, the usual conversion to charge-current units, this is 2.25 × 10³ A/cm².

The parameters are round numbers in the rough regime of a heavy-metal film on an insulating magnetic garnet. Mixing conductances inferred for such interfaces are roughly 10¹⁸ to 10¹⁹ m⁻², so the model value lies near the lower end; since J and a were chosen, this is no confirmation of the model. Two values are untypical. The model has Im g = 0.71, more than twice Re g, whereas in these systems the imaginary part is usually inferred to be well below the real part. A cone angle of 5° is a strong drive, and at small angles the current falls as θ².

A real film does not consist of isolated chains. Suppose that neighbouring chains are coupled by the same hopping t, which makes a simple cubic film, and that all end sites have the same J. The transverse wave vector is then conserved. At zero total energy a channel with transverse components kₓ and kᵧ (times the spacing) has the energy 2t(cos kₓ + cos kᵧ) left for motion along the chain. It is open if |cos kₓ + cos kᵧ| < 1, and then

sin²k = 1 − (cos kₓ + cos kᵧ)².

Of all channels 63% are open. The average of Re g per end site, with closed channels counted as zero, is 0.141, or 48% of the single-chain value; per area this is 0.88 × 10¹⁸ m⁻², just below the range quoted above. Closed channels alone would leave 63%; the rest of the loss comes from sin k < 1 in the open ones.

Some other corrections are sized one at a time, with the remaining settings held fixed. Moving the Fermi energy by 0.5 eV makes sin²k = 1 − (0.5/2)² = 0.9375 and lowers Re g to 0.280, by 5%. Thermal averaging at 300 K lowers it by 0.05%, because the thermal weight is even about the Fermi energy: a term linear in the energy averages out, and the change is of order (k_BT/t)², with k_BT = 0.026 eV. The precession quantum ħω is 4 × 10⁻⁵ of t, so the slow-precession assumption is safe here. Several bands, spin–orbit coupling and interface disorder are not sized by these numbers. If the magnet is a metal, electrons can also be transmitted. Then |rₛ| < 1 for at least one spin, and the derivation in (a) no longer applies.

**Variation 1: a potential at the end site**

Let the end site have an additional energy V for both spins, still at half filling. What becomes of Re g?

The derivation in (a) holds for any end energy. With

u = (V + J)/t, w = (V − J)/t,

the amplitudes are r↑ = exp(−2i arctan u) and r↓ = exp(−2i arctan w). Let δ = arctan u − arctan w. Then Re g = 1 − cos 2δ = 2 sin²δ. The sine of a difference gives

sin δ = (u − w)/√[(1 + u²)(1 + w²)],

and therefore

Re g = 2(u − w)²/[(1 + u²)(1 + w²)].

For V = 0 we have u = x and w = −x, and the earlier result returns. For V = 0.5 eV and the values of part (d), u = 0.7 and w = 0.3, so

Re g = 2 × 0.16/(1.49 × 1.09) = 0.197,

a third below the value without the potential.

A potential does not lower Re g in every case. With v = V/t the numerator is 8x², and the denominator is

D = (1 + v² + x²)² − 4v²x².

Its derivative with respect to v² is 2(1 + v² + x²) − 4x² = 2(1 + v² − x²). For |x| ≤ 1 this is not negative, and any potential reduces Re g. For |x| > 1 a small potential raises it, up to v² = x² − 1. There D = 4x⁴ − 4x²(x² − 1) = 4x², and Re g = 2.

**Variation 2: a film that returns part of the spin**

The semi-infinite chain carries the pumped spin away for good. Suppose instead that a fraction b of the outgoing transverse spin returns to the interface, unrotated and in a time much shorter than the precession period, while the rest is lost in the film. Which conductance replaces g?

In the rotating frame the unequal filling of the reservoirs is an incident spin imbalance along z. Its part transverse to m is multiplied on reflection by q = r↑r↓* = 1 − g, so it changes by −g times itself. This change is the pumped spin, and the first emission is proportional to g. Returned spin is reflected with the same factor q. The total outgoing spin S, in units of the drive, obeys

S = g + qbS, so S = g/(1 − bq).

The film keeps the fraction 1 − b of it:

g_eff = (1 − b)g/[1 − b(1 − g)].

For the real part, multiply above and below by 1 − bq*. Since |q| = 1,

Re[(1 − q)(1 − bq*)] = 1 + b − (1 + b) Re q = (1 + b) Re g,

|1 − bq|² = 1 + b² − 2b(1 − Re g) = (1 − b)² + 2b Re g,

and hence

Re g_eff = (1 − b²) Re g/[(1 − b)² + 2b Re g].

This replaces Re g in the dc current of part (c). For b = 0.5 and Re g = 0.2959 it gives 0.75 × 0.2959/(0.25 + 0.2959) = 0.407, which is 37% more than without return.

For this single channel, where |q| = 1, the sign of the change depends on b. For 0 < b < 1, Re g_eff exceeds Re g if 1 − b² > (1 − b)² + 2b Re g, which reduces to b < 1 − Re g. Here the limit is b = 0.70. If the returning spin were reflected without rotation, S would be g/(1 − b), which exactly offsets the share 1 − b that the film keeps. The rotation at each return makes Re S larger than Re g/(1 − b) below the limit and smaller above it. For b → 1 at fixed nonzero Re g, the dc current vanishes: the interface only rotates spins, and without a sink in the film no steady spin current can flow.

The increase found for b = 0.5 should not be carried over to real films. It comes from the large Im g of this model. In a film with many channels the rotation angles differ, and the average of q has a magnitude below 1. This alone does not make Im g small: in the cubic film of part (d) every open channel has Im g > 0, so the imaginary parts cannot cancel. If the returning spin is spread evenly over the open channels, the complex formula for g_eff still holds with g averaged over these channels, but the formula for Re g_eff, which used |q| = 1, does not. In the cubic film the average over open channels is g = 0.223 + 0.61i, and b = 0.5 gives Re g_eff = 0.345, so the increase persists there. For Re g = 0.2959, Im g = 0 and b = 0.5 the complex formula gives 0.228, which is 23% less than without return. Since Im g is usually inferred to be small at real interfaces, returning spin normally lowers the pumped current there.

The main values of part (d) and of the variations are listed in the numerical output below.

Calculated quantities

```
hopping t = 1.00 eV, exchange J = 0.20 eV, x = 0.20
chain spacing = 0.40 nm, cone angle = 5.0 deg
frequency = 10.0 GHz, temperature = 300 K
r_up = 0.9231-0.3846j, r_down = 0.9231+0.3846j (dimensionless)
phase difference of reflections = 45.24 deg
Re g = 0.2959, Im g = 0.7101 (dimensionless)
Re g, closed formula = 0.2959 (dimensionless)
small-x estimate 8 x^2 = 0.3200 (dimensionless)
Re g per area = 1.849 nm^-2 = 1.849e+18 m^-2
(e^2/h) Re g per chain = 11.46 microsiemens
dc spin current per chain = 1.124e+07 hbar/s
dc spin current density (times 2e/hbar) = 2.250e+03 A/cm^2
x = 0.1: Re g = 0.0784
x = 0.5: Re g = 1.2800
x = 1.0: Re g = 2.0000
x = 2.0: Re g = 1.2800
x = 10.0: Re g = 0.0784
numerical maximum: x = 1.0000, Re g = 2.0000
wave packet, x = 0.2: g = 0.2957+0.7099j (dimensionless)
pumping test: cone angle = 60 deg, 4 periods
x = 0.2: spin gained = 0.4440 hbar, formula = 0.4438 hbar
x = 0.6: spin gained = 2.3306 hbar, formula = 2.3356 hbar
Neglected effects, Re g (dimensionless):
thermal average, kT = 0.0259 eV: 0.29572 (at 0 K 0.29586)
Fermi energy moved by 0.5 eV: 0.2800
end potential 0.5 eV: 0.1970
lateral hopping 1.0 eV, per end site: 0.1406
open fraction of transverse channels = 0.6304
film returns fraction 0.5 of spin: 0.4065
hbar omega = 4.136e-05 eV, over t = 4.136e-05
```
